**Pinhole permeation: access resistance against coating thickness**

The program tests the steady flux $J=n/(R_{\rm pore}+R_{\rm acc})+J_c$, with $R_{\rm pore}=t/(\pi a^2P_h)$ and $R_{\rm acc}=1/(4aP)$. Here $t$ is the coating thickness, $a$ and $n$ are the pinhole radius and areal density, $P$ and $P_h$ are the permeabilities of the polymer and the pinhole filling, and $J_c$ is the intact-coating flux. Direct integration over the mouth confirms the resistances for uniform activity and for uniform flux. A finite-volume solution is asserted to lie within the two resistance bounds, with a 0.5% allowance, for three polymer-filled pores. Further assertions compare the whole-cell flux and its change on doubling $t$ with the formula, and check the dependence on pinhole radius and polymer thickness. For the coated-PET example, doubling the coating from 50 to 100 nm lowers the flux from 0.0528 to 0.0523 g/m²/day, where halving would give 0.0264. For polymer-filled pinholes the same doubling gives factors of about 0.90 at 500 nm radius and 0.52 at 5 nm, so thickness matters when the pore itself controls the flow.

## Program and output

```python
"""
Result under test: steady permeation through a pinholed coating on a polymer is
    J(t) = n / (R_pore + R_access) + J_intact(t)
    R_pore = t / (pi a^2 P_h),   R_access = 1 / (4 a P)
so that J hardly depends on t when R_pore << R_access and J_intact is small.
Symbols: t coating thickness, a pinhole radius, n pinholes per area,
P polymer permeability per unit activity (diffusivity times concentration at
the test humidity), P_h the same for the pinhole filling, L polymer thickness,
b radius of the circular cell that holds one pinhole, J_intact flux through
the defect-free coating (proportional to 1/t).
The independent road is a finite-volume solution of the diffusion equation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import ellipkm1
from scipy.sparse import diags
from scipy.sparse.linalg import spsolve


def graded_widths(length, first, growth=1.1):
    """Cell widths that start near 'first' and grow geometrically."""
    count = int(np.ceil(np.log(1 + length * (growth - 1) / first)
                        / np.log(growth)))
    widths = growth ** np.arange(max(count, 1))
    return length * widths / widths.sum()


def cell_flow(a, b, L, t, pore_ratio, leak=0.0):
    """Flow through one cell for unit activity difference and P = 1.
    pore_ratio = P_h / P; leak = intact-coating conductance per area / P."""
    h = 0.002 * a
    inner = graded_widths(a, h)[::-1]
    pore = graded_widths(t, h)[::-1]
    dr = np.concatenate([inner, graded_widths(b - a, h)])
    dz = np.concatenate([pore, graded_widths(L, h)])
    na, nt, nr, nz = len(inner), len(pore), len(dr), len(dz)
    edges = np.concatenate([[0.0], np.cumsum(dr)])
    area = np.pi * np.diff(edges ** 2)
    perm = np.ones((nz, nr))
    perm[:nt, :na] = pore_ratio
    perm[:nt, na:] = 0.0
    with np.errstate(divide="ignore"):
        half_z = dz[:, None] / (2 * perm)
        half_r = dr[None, :] / (2 * perm)
    link_z = area / (half_z[:-1] + half_z[1:])
    link_r = (2 * np.pi * edges[1:-1] * dz[:, None]
              / (half_r[:, :-1] + half_r[:, 1:]))
    source = np.zeros((nz, nr))
    source[0, :na] = area[:na] / half_z[0, :na]
    if leak > 0:
        source[nt, na:] = area[na:] / (1 / leak + half_z[nt, na:])
    sink = np.zeros((nz, nr))
    sink[-1] = area / half_z[-1]
    diagonal = source + sink
    diagonal[:-1] += link_z
    diagonal[1:] += link_z
    diagonal[:, :-1] += link_r
    diagonal[:, 1:] += link_r
    diagonal[perm == 0] = 1.0
    right = np.zeros((nz, nr))
    right[:, :-1] = link_r
    right = right.ravel()[:-1]
    down = link_z.ravel()
    matrix = diags([diagonal.ravel(), -right, -right, -down, -down],
                   [0, 1, -1, nr, -nr], format="csc")
    activity = spsolve(matrix, source.ravel()).reshape(nz, nr)
    return float(np.sum(sink * activity))


def ring_mean_inverse_distance(r, s):
    """Mean of 1/distance from a point at radius r to a ring of radius s."""
    complement = max(((r - s) / (r + s)) ** 2, 1e-300)
    return 2 / np.pi * ellipkm1(complement) / (r + s)


def mouth_activity(r, uniform):
    """Activity at radius r of a unit disc emitting unit flow, P = 1."""
    def integrand(theta):
        s = np.sin(theta)
        weight = s * np.cos(theta) / np.pi if uniform else s / (2 * np.pi)
        return weight * ring_mean_inverse_distance(r, s)
    split = np.arcsin(r)
    return (quad(integrand, 0, split, limit=200)[0]
            + quad(integrand, split, np.pi / 2, limit=200)[0])


# ---- mouth resistances from direct integration over the disc ----
equal_values = [mouth_activity(r, False) for r in (0.2, 0.6, 0.9)]
assert np.allclose(equal_values, 0.25, rtol=1e-5)
nodes, weights = np.polynomial.legendre.leggauss(24)
radii = 0.5 * (nodes + 1)
uniform_mean = sum(w * r * mouth_activity(r, True)
                   for r, w in zip(radii, weights))
uniform_formula = 8 / (3 * np.pi ** 2)
assert abs(uniform_mean / uniform_formula - 1) < 1e-3

# ---- bounds on the pinhole resistance, polymer-filled pore, a = 1 ----
# Tolerance 0.5 %: finite cell (400 radii) and grid error at the sharp edge.
bound_rows = []
for depth in (0.1, 1.0, 10.0):
    resistance = 1 / cell_flow(1.0, 400.0, 400.0, depth, 1.0)
    lower = depth / np.pi + 0.25
    upper = depth / np.pi + uniform_formula
    assert lower * 0.995 < resistance < upper * 1.005
    bound_rows.append((depth, lower, resistance, upper))

# ---- example inputs (rough typical or chosen values), SI inside ----
day = const.day
temperature = const.zero_Celsius + 38.0
D_polymer = 1e-8 * 1e-4          # m^2/s
c_polymer = 6.0e3                # g/m^3 at the test humidity
L = 100e-6
a = 500e-9
n = 50e6                         # 1/m^2
t1, t2 = 50e-9, 100e-9
intact_at_t1 = 1.0e-3            # g/m^2/day
vapour_pressure = 45 * const.torr
humidity = 0.9
D_air = 0.27e-4                  # m^2/s
molar_mass = 18.015              # g/mol
b = 1 / np.sqrt(np.pi * n)
P = D_polymer * c_polymer        # g/m/s

# ---- vapour inside and outside an open pinhole ----
vapour_density = vapour_pressure * molar_mass / (const.R * temperature)
speed = np.sqrt(8 * const.R * temperature / (np.pi * molar_mass * 1e-3))
D_knudsen = 2 / 3 * a * speed
D_pore = 1 / (1 / D_air + 1 / D_knudsen)
pore_ratio = D_pore * vapour_density / P
R_access = 1 / (4 * a * P)
R_pore = t1 / (np.pi * a ** 2 * D_pore * vapour_density)
R_outside = (1 / (4 * a * D_air)
             + 4 / (np.pi * a ** 2 * speed)) / vapour_density
crossover = np.pi / 4 * a * pore_ratio


def total_flux(t):
    """Formula for the flux in g/m^2/day."""
    pore_part = t / (np.pi * a ** 2 * D_pore * vapour_density)
    return n * day / (pore_part + R_access) + intact_at_t1 * t1 / t


bare = P * day / L
pinhole_flux = n * day / (R_pore + R_access)
J1, J2 = total_flux(t1), total_flux(t2)
intact_share = intact_at_t1 / J1
area_fraction = n * np.pi * a ** 2

# ---- full cell with leaking coating, lengths in micrometres ----
um = 1e-6
cell = (a / um, b / um, L / um)
leak1 = intact_at_t1 / (P * day) * um
to_flux = n * P * day * um
full1 = cell_flow(*cell, t1 / um, pore_ratio, leak1) * to_flux
full2 = cell_flow(*cell, t2 / um, pore_ratio, leak1 * t1 / t2) * to_flux
assert abs(full1 / J1 - 1) < 0.01
assert abs(full2 / J2 - 1) < 0.01
# Tolerance 5 %: the leak is driven by slightly less than unit activity.
assert abs((1 - full2 / full1) / (intact_share / 2) - 1) < 0.05

# ---- open pinholes alone: coating thickness, radius, polymer thickness ----
open1 = cell_flow(*cell, t1 / um, pore_ratio)
open2 = cell_flow(*cell, t2 / um, pore_ratio)
assert abs(open2 / open1 - 1) < 1e-4
wide = cell_flow(2 * a / um, b / um, L / um, t1 / um, pore_ratio)
radius_gain = wide / open1
assert abs(radius_gain - 2) < 0.03
thin = cell_flow(a / um, b / um, L / um / 2, t1 / um, pore_ratio)
thin_gain = thin / open1
assert abs(thin_gain - 1) < 0.02

# ---- polymer-filled pinholes: where thickness begins to matter ----
filled_rows = []
for radius in (500e-9, 5e-9):
    x1, x2 = t1 / radius, t2 / radius
    solved = (cell_flow(1.0, 400.0, 400.0, x2, 1.0)
              / cell_flow(1.0, 400.0, 400.0, x1, 1.0))
    formula = (x1 / np.pi + 0.25) / (x2 / np.pi + 0.25)
    assert abs(solved / formula - 1) < 0.02
    filled_rows.append((radius, formula, solved))

# ---- sizes of neglected effects ----
air_layer = 5e-3
air_fraction = (air_layer / (D_air * vapour_density)) * J1 / day
surface_tension, molar_volume = 0.070, 18e-6
kelvin_radius = (2 * surface_tension * molar_volume
                 / (const.R * temperature * np.log(1 / humidity)))
relaxation = 4 * L ** 2 / (np.pi ** 2 * D_polymer)
polymer_density = 1.38e6
extra_energy = 0.5
warm = const.zero_Celsius + 60.0
boost = np.exp(extra_energy * const.e / const.k
               * (1 / temperature - 1 / warm))
warm_share = boost * intact_at_t1 / (pinhole_flux + boost * intact_at_t1)
assert kelvin_radius < a
assert (R_pore + R_outside) / R_access < 1e-3

print("INPUTS (rough typical or chosen)")
print(f"temperature {temperature - const.zero_Celsius:.0f} C")
print(f"relative humidity, rounded {100 * humidity:.0f} %")
print(f"vapour pressure {vapour_pressure / const.torr:.0f} Torr")
print(f"PET thickness {L / um:.0f} um")
print(f"water diffusivity in PET {D_polymer * 1e4:.1e} cm2/s")
print(f"water concentration in PET {c_polymer * 1e-3:.1f} mg/cm3")
print(f"pinhole radius {a * 1e9:.0f} nm")
print(f"pinhole density {n * 1e-6:.0f} per mm2")
print(f"coating thicknesses {t1 * 1e9:.0f} and {t2 * 1e9:.0f} nm")
print(f"intact-coating flux at first t {intact_at_t1:.4f} g/m2/day")
print(f"vapour diffusivity in air {D_air * 1e4:.2f} cm2/s")
print("MOUTH RESISTANCE times a*P (dimensionless)")
print(f"equal activity, integrated {equal_values[1]:.5f}")
print(f"uniform flux, integrated {uniform_mean:.5f}")
print(f"uniform flux, formula {uniform_formula:.5f}")
print("FILLED PORE, R*a*P: t/a, lower, solved, upper")
for row in bound_rows:
    print("{:.1f}  {:.4f}  {:.4f}  {:.4f}".format(*row))
print("EXAMPLE")
print(f"cell radius {b / um:.1f} um")
print(f"vapour density {vapour_density:.1f} g/m3")
print(f"Knudsen diffusivity {D_knudsen * 1e4:.2f} cm2/s")
print(f"pore diffusivity {D_pore * 1e4:.3f} cm2/s")
print(f"P_h/P for open pinhole {pore_ratio:.2e}")
print(f"R_pore/R_access at first t {R_pore / R_access:.1e}")
print(f"crossover thickness, open pore {crossover * 1e3:.0f} mm")
print(f"bare PET flux {bare:.2f} g/m2/day")
print(f"pinhole area fraction {area_fraction:.2e}")
print(f"area-fraction estimate {bare * area_fraction:.2e} g/m2/day")
print(f"gain over that estimate {4 * L / (np.pi * a):.0f}")
print(f"pinhole flux {pinhole_flux:.5f} g/m2/day")
print(f"total flux, first t {J1:.5f} g/m2/day")
print(f"total flux, doubled t {J2:.5f} g/m2/day")
print(f"naive halved flux {J1 / 2:.5f} g/m2/day")
print(f"intact share f {100 * intact_share:.2f} %")
print(f"reduction by doubling, formula {100 * (1 - J2 / J1):.3f} %")
print(f"full-cell flux, first t {full1:.5f} g/m2/day")
print(f"full-cell flux, doubled t {full2:.5f} g/m2/day")
print(f"reduction, full cell {100 * (1 - full2 / full1):.3f} %")
print(f"flux factor, doubled radius {radius_gain:.3f}")
print(f"flux factor, halved PET {thin_gain:.4f}")
print("FILLED PORE, doubled t: radius nm, formula, solved factor")
for radius, formula, solved in filled_rows:
    print(f"{radius * 1e9:.0f}  {formula:.3f}  {solved:.3f}")
print("NEGLECTED EFFECTS")
print(f"all gas resistance/R_access {(R_pore + R_outside) / R_access:.1e}")
print(f"activity drop in {air_layer * 1e3:.0f} mm air {air_fraction:.1e}")
print(f"crowding measure 4anL {100 * 4 * a * n * L:.1f} %")
print(f"condensation radius {kelvin_radius * 1e9:.1f} nm")
print(f"water uptake of PET {100 * c_polymer / polymer_density:.2f} wt%")
print(f"relaxation time {relaxation / const.hour:.2f} h")
print(f"at {warm - const.zero_Celsius:.0f} C, extra {extra_energy} eV: "
      f"leak x{boost:.2f}, reduction {50 * warm_share:.1f} %")
print("success")
```

Output:

```
INPUTS (rough typical or chosen)
temperature 38 C
relative humidity, rounded 90 %
vapour pressure 45 Torr
PET thickness 100 um
water diffusivity in PET 1.0e-08 cm2/s
water concentration in PET 6.0 mg/cm3
pinhole radius 500 nm
pinhole density 50 per mm2
coating thicknesses 50 and 100 nm
intact-coating flux at first t 0.0010 g/m2/day
vapour diffusivity in air 0.27 cm2/s
MOUTH RESISTANCE times a*P (dimensionless)
equal activity, integrated 0.25000
uniform flux, integrated 0.27019
uniform flux, formula 0.27019
FILLED PORE, R*a*P: t/a, lower, solved, upper
0.1  0.2818  0.2903  0.3020
1.0  0.5683  0.5801  0.5885
10.0  3.4331  3.4449  3.4533
EXAMPLE
cell radius 79.8 um
vapour density 41.8 g/m3
Knudsen diffusivity 2.02 cm2/s
pore diffusivity 0.238 cm2/s
P_h/P for open pinhole 1.66e+05
R_pore/R_access at first t 7.7e-07
crossover thickness, open pore 65 mm
bare PET flux 5.18 g/m2/day
pinhole area fraction 3.93e-05
area-fraction estimate 2.04e-04 g/m2/day
gain over that estimate 255
pinhole flux 0.05184 g/m2/day
total flux, first t 0.05284 g/m2/day
total flux, doubled t 0.05234 g/m2/day
naive halved flux 0.02642 g/m2/day
intact share f 1.89 %
reduction by doubling, formula 0.946 %
full-cell flux, first t 0.05266 g/m2/day
full-cell flux, doubled t 0.05217 g/m2/day
reduction, full cell 0.931 %
flux factor, doubled radius 1.998
flux factor, halved PET 1.0052
FILLED PORE, doubled t: radius nm, formula, solved factor
500  0.899  0.896
5  0.519  0.520
NEGLECTED EFFECTS
all gas resistance/R_access 8.5e-06
activity drop in 5 mm air 2.7e-06
crowding measure 4anL 1.0 %
condensation radius 9.2 nm
water uptake of PET 0.43 wt%
relaxation time 1.13 h
at 60 C, extra 0.5 eV: leak x3.43, reduction 3.1 %
success
```
